# Direction-dependent sheet Young modulus of a rectangular monolayer and its off-axis extrema

## 1. What symmetry fixes

Pull a flat monolayer along the in-plane unit vector $\mathbf n=(\cos\theta,\sin\theta)$ with a small tension $\sigma$, a force per unit length. Its sheet Young modulus $E(\theta)$ is $\sigma$ divided by the strain along $\mathbf n$. Since strain is dimensionless, $E$ has the dimension of energy per area and $1/E$ that of a sheet compliance.

The stress of a simple pull is $\sigma_{ij}=\sigma n_in_j$, quadratic in the components of $\mathbf n$. The strain tensor is linear in the stress. Projecting it on $\mathbf n$ brings in two more factors of $\mathbf n$, so $1/E$ is a homogeneous quartic polynomial in $n_x$ and $n_y$.

Suppose now that the crystal has a mirror line along $x$ or $y$, or a twofold rotation axis lying in the sheet along one of them. Either operation reverses one in-plane component and keeps the other. Odd powers of $n_x$ and $n_y$ must then vanish, and three terms remain. With $c=\cos\theta$ and $s=\sin\theta$,

$$\frac1{E(\theta)}=A\,c^4+B\,c^2s^2+D\,s^4 .$$

The coefficients $A$ and $D$ are the inverse moduli along the axes. All the freedom between the axes lies in the single number $B$.

The symmetry must belong to the crystal and not merely to its cell. The operation may be combined with a shift within the sheet, as in a glide, because a shift leaves uniform strain and stress unchanged. A rectangular cell whose atoms break all these operations in general allows the odd terms $c^3s$ and $cs^3$. The exception is a threefold or sixfold axis normal to the sheet, which makes the modulus isotropic even without a mirror. Phosphorene has the required symmetry.

## 2. Stiffness, compliance and conventions

The algebra holds in atomic units, with moduli in hartree per square bohr and temperature expressed as the energy $kT$. The elastic formulas contain no physical constants and hold in any consistent units. The numbers below are in eV and Å.

Let $\gamma=2\varepsilon_{xy}$ be the engineering shear strain. To second order in strain, the elastic energy per area is

$$W=\tfrac12C_{11}\varepsilon_{xx}^2+\tfrac12C_{22}\varepsilon_{yy}^2+C_{12}\varepsilon_{xx}\varepsilon_{yy}+\tfrac12C_{66}\gamma^2 .$$

Terms linear in $\gamma$ are absent because the symmetry operation reverses $\gamma$ and leaves the normal strains alone. The constants are those of a sheet whose atoms relax inside the strained cell. Coupling between stretching and bending is also left out. Inversion symmetry, which phosphorene has, forbids it at linear order, since inversion preserves strain but reverses curvature.

The work done in a small deformation is $\sigma_{xx}d\varepsilon_{xx}+\sigma_{yy}d\varepsilon_{yy}+2\sigma_{xy}d\varepsilon_{xy}$, and its last term equals $\sigma_{xy}d\gamma$. Differentiating $W$ therefore gives

$$\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}\varepsilon_{yy},\quad
\sigma_{yy}=C_{12}\varepsilon_{xx}+C_{22}\varepsilon_{yy},\quad
\sigma_{xy}=C_{66}\gamma .$$

Inverting the $2\times2$ block, with $\Delta=C_{11}C_{22}-C_{12}^2$, gives the compliances

$$S_{11}=\frac{C_{22}}{\Delta},\quad S_{22}=\frac{C_{11}}{\Delta},\quad S_{12}=-\frac{C_{12}}{\Delta},\quad S_{66}=\frac1{C_{66}} .$$

A stable sheet has $W>0$ for every nonzero strain, which requires $C_{11}>0$, $\Delta>0$ and $C_{66}>0$.

## 3. Rotating the compliance

The stress $\sigma n_in_j$ describes a narrow strip with free long edges: no force crosses a line parallel to $\mathbf n$. In crystal axes,

$$\sigma_{xx}=\sigma c^2,\qquad \sigma_{yy}=\sigma s^2,\qquad \sigma_{xy}=\sigma cs .$$

The strains follow from the compliances:

$$\varepsilon_{xx}=\sigma(S_{11}c^2+S_{12}s^2),\quad
\varepsilon_{yy}=\sigma(S_{12}c^2+S_{22}s^2),\quad
\gamma=\sigma S_{66}cs .$$

The strain along the pull is

$$\varepsilon_{nn}=c^2\varepsilon_{xx}+s^2\varepsilon_{yy}+2cs\,\varepsilon_{xy}
=c^2\varepsilon_{xx}+s^2\varepsilon_{yy}+cs\,\gamma .$$

Insert the strains and divide by $\sigma$. The first two terms each contribute $S_{12}c^2s^2$, and the shear term contributes $S_{66}c^2s^2$. Hence

$$\boxed{\frac1{E(\theta)}=S_{11}c^4+B\,c^2s^2+S_{22}s^4,\qquad B=2S_{12}+S_{66}}$$

In tensor language this is the rotated component $S'_{1111}=S_{ijkl}n_in_jn_kn_l$. Four index orders contain one $xy$ pair on each side, and each carries $S_{xyxy}=S_{66}/4$. Their sum is $S_{66}$, as found above.

## 4. An extremum is a direction without shear

Let $\mathbf t=(-s,c)$ be the unit vector across the pull. Since $d\mathbf n/d\theta=\mathbf t$, differentiating $S_{ijkl}n_in_jn_kn_l$ replaces each of the four factors $\mathbf n$ in turn by $\mathbf t$. The index symmetries of $S$ make the four results equal:

$$\frac{d}{d\theta}\frac1E=4S_{ijkl}t_in_jn_kn_l .$$

The shear strain in the strip's own axes is $\gamma'=2t_i\varepsilon_{ij}n_j=2\sigma S_{ijkl}t_in_jn_kn_l$. Writing $\gamma'=\sigma S'_{16}$ gives

$$\frac{d}{d\theta}\frac1E=2S'_{16}.$$

The modulus is thus stationary in those directions in which a pull causes no shear. Elsewhere a free strip shears as it stretches.

To find these directions, put $x=\sin^2\theta$ and call the inverse modulus $f(x)$:

$$f(x)=S_{11}(1-x)^2+Bx(1-x)+S_{22}x^2 .$$

Define

$$p=2S_{11}-B,\qquad q=2S_{22}-B,\qquad Q=S_{11}+S_{22}-B=\frac{p+q}2 .$$

Expanding $f$ gives $f=S_{11}-px+Qx^2$. Because $dx/d\theta=2sc=\sin2\theta$,

$$\frac{d}{d\theta}\frac1E=\sin2\theta\,(-p+2Qx).$$

The factor $\sin2\theta$ makes both crystal axes stationary. A further extremum needs the bracket to vanish at some $0<x<1$:

$$x_*=\frac{p}{2Q}=\frac{p}{p+q},\qquad 1-x_*=\frac{q}{p+q}.$$

Both numbers are positive if and only if $p$ and $q$ are nonzero and have the same sign. Their ratio then gives

$$\boxed{\tan^2\theta_*=\frac pq=\frac{2S_{11}-B}{2S_{22}-B},\qquad pq>0}$$

The bracket is linear in $x$, so there is at most one such angle between $0$ and $90^\circ$, unless the bracket vanishes identically. Mirror symmetry repeats it in the other quadrants. The second derivative $f''=2Q$ settles its kind:

- If $p,q>0$, that is $B<2\min(S_{11},S_{22})$, then $Q>0$. The inverse modulus has a minimum, so $E$ has an off-axis maximum.
- If $p,q<0$, that is $B>2\max(S_{11},S_{22})$, then $Q<0$ and $E$ has an off-axis minimum.
- If $p$ and $q$ have opposite signs, or just one of them is zero, $E$ varies monotonically from one axis to the other.

Different moduli along $x$ and $y$ are therefore not enough to produce an off-axis extremum.

For the extremal value, insert $x_*=p/2Q$ into $f$:

$$f_*=S_{11}-\frac{p^2}{4Q}=\frac{4S_{11}(S_{11}+S_{22}-B)-(2S_{11}-B)^2}{4Q}.$$

In the numerator the terms $4S_{11}^2$ and $4S_{11}B$ cancel, which leaves $4S_{11}S_{22}-B^2$. Thus

$$E_*=\frac{S_{11}+S_{22}-B}{S_{11}S_{22}-B^2/4}.$$

For an off-axis minimum the numerator and the denominator are both negative.

## 5. Thresholds and limits

**Shear thresholds.** Write $S_<$ and $S_>$ for the smaller and larger of $S_{11}$ and $S_{22}$. The condition for a maximum, $2S_{12}+1/C_{66}<2S_<$, becomes

$$C_{66}>\frac1{2(S_<-S_{12})}\qquad\text{provided }S_<>S_{12}.$$

If $S_<\le S_{12}$, no positive $C_{66}$ satisfies the condition. This can happen only for positive $S_{12}$, which means a negative Poisson ratio. The condition for a minimum becomes

$$C_{66}<\frac1{2(S_>-S_{12})}.$$

Here the denominator is positive in any stable sheet, because $S_{12}^2<S_{11}S_{22}\le S_>^2$. A sheet stiff in shear can thus be stiffest between its axes, and one soft enough in shear is most compliant there.

**Near a threshold.** Close to the $x$ axis, $x\simeq\theta^2$ and $1/E\simeq S_{11}-p\theta^2$. As $p$ falls to zero through positive values with $q>0$, the off-axis maximum merges with the $x$ axis. Its angle vanishes as $\sqrt{p/2Q}$, but the drop of $1/E$ below its value on the axis, $p^2/4Q$, vanishes much faster. A small error in the elastic constants can therefore move the angle by many degrees while hardly changing the modulus. At $p=0$ the variation near the axis starts with $Q\theta^4$.

**Equal axes.** If $S_{11}=S_{22}$, then $p=q$ and the extremum lies at $45^\circ$. If also $B=2S_{11}$, both vanish and the modulus is the same in all directions.

**Very soft shear.** As $C_{66}\to0$, $B\simeq1/C_{66}$ dominates $p$ and $q$. Their ratio tends to one, the minimum moves to $45^\circ$, and $E_*\simeq4/B\simeq4C_{66}$. The sheet yields almost entirely by shear.

**Very stiff shear.** As $C_{66}\to\infty$, $B\to2S_{12}$. Using $S_{11}S_{22}-S_{12}^2=1/\Delta$, one finds for $S_<>S_{12}$

$$\tan^2\theta_*\to\frac{C_{22}+C_{12}}{C_{11}+C_{12}},\qquad
E_*\to C_{11}+C_{22}+2C_{12}.$$

The maximum stays finite because the sheet can still stretch along its axes.

**Lower symmetry.** If $S_{16}$ and $S_{26}$ do not vanish, the same projection adds $2S_{16}c^3s+2S_{26}cs^3$ to $1/E$. The slope at $\theta=0$ is then $2S_{16}$, so the $x$ axis is no longer stationary in general and the criterion above does not apply.

## 6. Implementation

1. Convert the input to sheet constants. A stiffness from a three-dimensional cell must be multiplied by the cell height normal to the sheet.
2. Check the shear convention. If the source gives the tensor component $S_{xyxy}$, use $S_{66}=4S_{xyxy}$.
3. Confirm that $C_{16}=C_{26}=0$ within the accuracy of the data, and that the sheet is stable.
4. Compute $B$, $p$ and $q$. If $pq\le0$, report no isolated off-axis extremum.
5. Otherwise evaluate $\theta_*=\operatorname{atan2}(\sqrt{|p|},\sqrt{|q|})$ and $E_*$.

In a nearly isotropic sheet $p$ and $q$ are small differences of larger numbers, and $E_*$ approaches the form $0/0$. The angle is then poorly determined. It is safer to evaluate $1/f(x_*)$ with $x_*=p/(p+q)$ than to use the closed quotient for $E_*$.

## 7. Three sheets that differ in shear stiffness

Take $x$ along the zigzag and $y$ along the armchair direction, with the round values

$$C_{11}=6.5,\quad C_{22}=1.6,\quad C_{12}=1.1,\quad C_{66}=1.4\ \text{eV/Å}^2 .$$

They lie in the rough regime of phosphorene and are not a fit to it. Here $\Delta=6.5\times1.6-1.1^2=9.19$ in squared stiffness units. In Å²/eV,

$$S_{11}=0.1741,\quad S_{22}=0.7073,\quad S_{12}=-0.1197,\quad S_{66}=0.7143,$$

and $B=2(-0.1197)+0.7143=0.4749$. This lies between $2S_{11}=0.3482$ and $2S_{22}=1.4146$, so there is no off-axis extremum. The modulus falls steadily from 92 N/m along $x$ to 23 N/m along $y$.

The thresholds are

$$\frac1{2(0.1741+0.1197)}=1.70,\qquad
\frac1{2(0.7073+0.1197)}=0.605\ \text{eV/Å}^2 .$$

Two hypothetical sheets lie beyond them. They keep $C_{11}$, $C_{22}$ and $C_{12}$, and hence the moduli along the axes, and change only $C_{66}$.

For $C_{66}=2.2$ eV/Å², $B=0.2152$ Å²/eV and

$$\tan^2\theta_*=\frac{0.3482-0.2152}{1.4146-0.2152}=0.111,\qquad \theta_*=18.4^\circ .$$

The maximum is $E_*=5.97$ eV/Å², or 96 N/m. It exceeds the modulus along $x$ by 4.0%.

For $C_{66}=0.4$ eV/Å², $B=2.2606$ Å²/eV and

$$\tan^2\theta_*=\frac{0.3482-2.2606}{1.4146-2.2606}=2.26,\qquad \theta_*=56.4^\circ .$$

The minimum is $E_*=1.195$ eV/Å², or 19 N/m, which is 15.5% below the modulus along $y$.

The boxed formula gives these moduli in eV/Å²:

| Angle | $C_{66}=1.4$ | $C_{66}=2.2$ | $C_{66}=0.4$ |
|---:|---:|---:|---:|
| 0° | 5.74 | 5.74 | 5.74 |
| 15° | 5.42 | 5.95 | 3.38 |
| 30° | 4.33 | 5.48 | 1.77 |
| 45° | 2.95 | 3.65 | 1.27 |
| 60° | 2.01 | 2.23 | 1.20 |
| 75° | 1.55 | 1.59 | 1.32 |
| 90° | 1.41 | 1.41 | 1.41 |

The maximum is shallow and the minimum is pronounced. At 15° the soft-shear sheet has already lost about two fifths of its axial modulus.

With the other constants fixed, $C_{66}$ of the first sheet must rise by about 22% to reach the upper threshold. Joint errors need not be so large. Changing each of the four constants by either $+10\%$ or $-10\%$ gives sixteen combinations. Three have an off-axis maximum and none has an off-axis minimum. The largest such maximum exceeds the better axis by only 2%. The absence of an off-axis peak is thus not secure at this accuracy, but the peaks that appear are of little mechanical consequence.

## 8. Grips, ripples and finite strain

**Grips.** Consider limits of uniform strain, and suppose first that shear is prevented but lateral contraction is allowed. This takes a shear stress $\tau$ such that $S'_{16}\sigma+S'_{66}\tau=0$. A uniform $\tau$ needs matching forces on the long edges. With no normal stress across the strip, the stress tensor has determinant $-\tau^2$, so one principal stress is compressive (for the first sheet about 7% of the tensile one near 54°). This limit therefore assumes a sheet kept flat; a suspended monolayer would tend to wrinkle. In a strip held only at its ends and much longer than wide, the effect of the grips therefore fades. Substitution into $\varepsilon_{nn}=S'_{11}\sigma+S'_{16}\tau$ gives

$$\frac1{E_{\rm app}}=S'_{11}-\frac{S'^2_{16}}{S'_{66}},\qquad S'_{11}=\frac1E .$$

To obtain $S'_{66}$, apply unit shear stress in the strip axes. Its crystal components are $\sigma_{xx}=-2cs$, $\sigma_{yy}=2cs$ and $\sigma_{xy}=c^2-s^2$, and twice the resulting energy per area is

$$S'_{66}=4c^2s^2(S_{11}+S_{22}-2S_{12})+(c^2-s^2)^2S_{66}.$$

For the first sheet, a scan over angle gives an apparent modulus up to 27% above $E(\theta)$, near 54°. If contraction is blocked as well, the strain is $\varepsilon_{ij}=\varepsilon n_in_j$ and the measured stiffness is

$$C'_{11}=C_{11}c^4+(2C_{12}+4C_{66})c^2s^2+C_{22}s^4 .$$

Its largest excess over $E(\theta)$ is 39%, near 55°. Blocked shear has no effect along the axes, where $S'_{16}=0$.

**Thermal ripples.** Pulling a warm sheet also flattens its ripples. Let $\kappa$ be an isotropic bending rigidity and $\phi$ the angle between a ripple's wavevector $\mathbf q$ and the pull. In the harmonic approximation, equipartition gives the length stored in ripples, per unit length, as

$$\ell(\sigma)=\frac12\int\frac{d^2q}{(2\pi)^2}\,
\frac{kT\,q^2\cos^2\phi}{\kappa q^4+\sigma q^2\cos^2\phi}.$$

The extra compliance is $-d\ell/d\sigma$:

$$-\frac{d\ell}{d\sigma}=\frac{kT}{8\pi^2}\int_0^{2\pi}\!d\phi\int_0^\infty
\frac{q\cos^4\phi\,dq}{(\kappa q^2+\sigma\cos^2\phi)^2}
=\frac{kT}{16\pi\kappa\sigma}.$$

The radial integral is $\cos^2\phi/(2\kappa\sigma)$, and the angular integral of $\cos^2\phi$ is $\pi$. With $\sigma\simeq E\varepsilon$, the added fraction of the tangent compliance $d\varepsilon/d\sigma$ is $kT/(16\pi\kappa\varepsilon)$. The ratio of total strain to tension, counted from the unloaded rippled sheet, receives a larger addition, which in this approximation grows with the logarithm of the sheet size. For a rough $\kappa=5$ eV at 300 K, where $kT=0.02585$ eV, this is 10% at 0.1% strain and 1% at 1% strain.

At fixed tension the correction adds the same constant to $1/E$ in every direction, so within this estimate it does not move $\theta_*$. The estimate needs a sheet several times larger than the ripple length $2\pi\sqrt{\kappa/\sigma}$, which is about 370 Å for a pull along $y$ at 0.1% strain. It neglects coupling between ripples, which to first order changes $\kappa$ at the ripple length by about 20% at 0.1% strain and 2% at 1% strain, so the 10% is only a rough figure. It also neglects the anisotropy of $\kappa$, which makes the correction depend on direction. With 7.5 eV along $x$, 1.5 eV along $y$ and $\sqrt\kappa$ interpolated as $\sqrt{\kappa_x}\cos^2\alpha+\sqrt{\kappa_y}\sin^2\alpha$, where $\alpha$ is the angle of $\mathbf q$ from $x$, the maximum of the sheet with $C_{66}=2.2$ eV/Å² moves at about 0.1% strain from 18° to about 17°, and its excess over the $x$ axis falls to 2.5%.

**Anharmonic bonds.** A Morse bond has energy proportional to $(1-e^{-a\delta})^2$ at extension $\delta$. Differentiating twice and dividing by the value at $\delta=0$ gives the stiffness ratio $2e^{-2a\delta}-e^{-a\delta}$. Take rough values $a=1.6$ Å⁻¹ and bond length 2.2 Å, and let the bond stretch in proportion to the sheet. Its stiffness then falls by 1% at 0.1% strain and by 10% at 1% strain. This is an order of magnitude only, because a puckered sheet also stretches by changing its bond angles.

**The real case.** Phosphorene is several times stiffer along zigzag than along armchair, where its puckers can unfold, and the constants of the first sheet were chosen to show that contrast. The shear stiffnesses 2.2 and 0.4 eV/Å² were chosen to cross the thresholds and are not typical of it. In a device, contacts or a substrate can violate the assumption of free edges. In the uniform-strain limits above, this raises the apparent modulus of the first sheet by up to 27% or 39%, at angles near 55°. Blocked shear alone does not change the modulus at an off-axis maximum, because $S'_{16}=0$ there. Blocked contraction can hide the maximum altogether: for $C_{66}=2.2$ eV/Å², $C'_{11}$ falls steadily from $x$ to $y$. A measurement meant to locate a shallow off-axis maximum therefore needs a strip free to contract. If its ends are clamped, it should be much longer than wide. In plane linear elasticity, a clamped strip of the first sheet cut near 55° appears about 20%, 10%, 2% and 0.6% too stiff at length-to-width ratios of 1, 2, 5 and 10.
